# Six-jump vacancy cycles and the tracer diffusivity ratio in B2 compounds

## 1. What symmetry and dimensions already fix

In a fully ordered B2 compound AB, the A atoms fill one simple cubic sublattice, α, and the B atoms fill the other, β. The lattice parameter is $a$. Each site has eight nearest neighbours, all on the other sublattice. Let the composition be stoichiometric and let a few vacancies be the only defects. Equal numbers of A and B atoms then require equal numbers of vacancies on the two sublattices. Call their common site fraction $c\ll1$.

Suppose that atoms move only through complete vacancy cycles that restore the order. An α vacancy follows each of its possible paths at the rate $\omega_\alpha$, and a β vacancy follows each of its paths at the rate $\omega_\beta$. That all paths of one vacancy have equal rates is an assumption, examined in Sections 5 and 6.

A diffusivity is a squared length times a rate. The only length is $a$, and dilute vacancies contribute additively, so

$$D_A=a^2c\,(p\,\omega_\alpha+q\,\omega_\beta),$$

where $p$ and $q$ are pure numbers. A shift by $(a/2)(1,1,1)$ exchanges the sublattices. Renaming the species then restores the crystal, so B must obey the same law with the two vacancies exchanged:

$$D_B=a^2c\,(q\,\omega_\alpha+p\,\omega_\beta).$$

With $y=\omega_\beta/\omega_\alpha$,

$$\frac{D_A}{D_B}=\frac{p+qy}{q+py}.$$

This ratio runs from $p/q$ at $y\to0$ to $q/p$ at $y\to\infty$. The limits one half and two therefore follow if $q=2p$, which is a matter of geometry.

## 2. One cycle, jump by jump

Take a closed ring of four sites, each a nearest neighbour of the next. Sites 1 and 3 belong to α, and sites 2 and 4 to β. The vacancy V starts on site 1, and the two B atoms are distinguished as B and B′. The vacancy goes round the ring one and a half times.

| Jump | Vacancy | Sites 1, 2, 3, 4 afterwards |
|---|---|---|
| start | on 1 | V, B, A, B′ |
| 1 | 1→2 | B, V, A, B′ |
| 2 | 2→3 | B, A, V, B′ |
| 3 | 3→4 | B, A, B′, V |
| 4 | 4→1 | V, A, B′, B |
| 5 | 1→2 | A, V, B′, B |
| 6 | 2→3 | A, B′, V, B |

At the end every atom is again on its own sublattice. One A atom has moved from 3 to 1, and the two B atoms have exchanged sites 2 and 4. An α vacancy thus displaces one A atom and two B atoms.

A computer enumeration of all vacancy walks of up to six jumps, with no ring assumed, finds no shorter walk that restores the order and leaves any atom displaced. At six jumps it finds 96 such walks. The next section accounts for all of them.

## 3. Counting the rings

Sites 1 and 3 must share at least two nearest neighbours, to serve as sites 2 and 4. Put site 1 at the origin.

- **Site 3 at $a(1,1,0)$.** The common neighbours are $a(\tfrac12,\tfrac12,\pm\tfrac12)$, which are $a$ apart. There are 12 equivalent directions, one pair of neighbours and two senses of travel, hence $12\times1\times2=24$ paths. The A atom moves $\sqrt2\,a$ and each B atom moves $a$.
- **Site 3 at $a(1,0,0)$.** The common neighbours $a(\tfrac12,\pm\tfrac12,\pm\tfrac12)$ form a square of side $a$.
  - A diagonal pair gives the *straight* cycle. There are 6 directions, 2 diagonals and 2 senses, hence 24 paths. The A atom moves $a$ and each B atom moves $\sqrt2\,a$.
  - An edge pair gives the *bent* cycle. There are 6 directions, 4 edges and 2 senses, hence 48 paths. All three atoms move $a$.
- **Site 3 at $a(1,1,1)$.** There is one common neighbour, so no ring exists.

Now sum the squared displacements over all paths of one α vacancy. For A,

$$S_A=(24\times2+24\times1+48\times1)\,a^2=120\,a^2.$$

For B, with two atoms displaced in each cycle,

$$S_B=(24\times2\times1+24\times2\times2+48\times2\times1)\,a^2=240\,a^2.$$

The factor of two has a simple origin. The [110] ring and the straight [100] ring are the same rhombus with its diagonals exchanged, and they have equal numbers of paths. In the bent ring both diagonals equal $a$. Averaged over all paths, an A displacement therefore has the same mean square as a B displacement, but each cycle displaces two B atoms and one A atom.

These are net displacements, so the correlations inside a cycle are fully counted. Their size can be read off. In one cycle A makes two elementary jumps (2 and 5) and the B atoms make four (1, 3, 4 and 6), each of squared length $3a^2/4$. Treated as independent, they would give $1.5a^2$ and $3a^2$ per cycle. The true averages are $120a^2/96=1.25a^2$ and $240a^2/96=2.5a^2$. Correlation within the cycle reduces both by the same factor, 5/6.

## 4. Diffusivities and the limits

Let a tracer atom undergo displacements $\mathbf r_1,\mathbf r_2,\dots$ in successive cycles. Its mean square displacement is

$$\langle R^2\rangle=\sum_i\langle r_i^2\rangle+2\sum_{i<j}\langle\mathbf r_i\cdot\mathbf r_j\rangle .$$

If correlations between successive cycles are neglected, each average in the second sum factorises into $\langle\mathbf r_i\rangle\cdot\langle\mathbf r_j\rangle$. This vanishes, because opposite displacements are equally likely. Since $\langle R^2\rangle=6Dt$ in three dimensions, $D$ is one sixth of the squared displacement gained per atom and unit time.

Let each sublattice have $N$ sites. There are $cN$ vacancies of each kind and $N(1-c)\approx N$ atoms of each species. The α vacancies give A atoms the total $cN\omega_\alpha\times120a^2$ per unit time. The β vacancies, for which A is the species displaced in pairs, give $cN\omega_\beta\times240a^2$. Hence

$$D_A=\frac{c\,a^2}{6}(120\,\omega_\alpha+240\,\omega_\beta)=20\,a^2c\,(\omega_\alpha+2\omega_\beta),$$

$$D_B=\frac{c\,a^2}{6}(240\,\omega_\alpha+120\,\omega_\beta)=20\,a^2c\,(2\omega_\alpha+\omega_\beta).$$

So $p=20$ and $q=40$, and

$$\boxed{\frac{D_A}{D_B}=\frac{1+2y}{2+y}}$$

The distances from the two limits are

$$\frac{1+2y}{2+y}-\frac12=\frac{2+4y-2-y}{2(2+y)}=\frac{3y}{2(2+y)},$$

$$2-\frac{1+2y}{2+y}=\frac{4+2y-1-2y}{2+y}=\frac{3}{2+y}.$$

Both are positive for finite $y>0$, so

$$\frac12<\frac{D_A}{D_B}<2 .$$

The lower limit is approached when α vacancies do nearly all the work, and the upper when β vacancies do. At $y=1$ the diffusivities are equal. The species that diffuses faster is the one *opposite* to the sublattice of the more active vacancy.

Solving $R(2+y)=1+2y$, with $R=D_A/D_B$, gives $y=(2R-1)/(2-R)$. Within the model, a ratio inside the limits thus determines the relative activity of the two vacancies.

## 5. When the path rates are equal

Equal rates follow, to leading order at low temperature, from a nearest-neighbour bond model. Let AA and BB bonds each cost an energy $u>0$ more than an AB bond. One vacancy always removes eight bonds, so the total number of bonds is constant. The energy above the ordered state is then $u$ times the number $n$ of like bonds. Follow the table of Section 2:

1. B on site 1 has eight β neighbours, one of them vacant: $n=7$.
2. A on site 2 has eight α neighbours. One is vacant and one holds B, so six like bonds are added: $n=13$.
3. B′ on site 3 has one vacant neighbour and one holding A, which adds six like bonds. B on site 1 loses its like neighbour on site 4: $n=13+6-1=18$.
4. B leaves site 1, removing its six like bonds, and arrives on site 4, where it is a like neighbour of B′ on site 3: $n=18-6+1=13$.
5. A leaves site 2, removing six: $n=7$.
6. B′ leaves site 3: $n=0$.

The count uses only which sites are neighbours, never the shape of the ring. The sequence 0, 7, 13, 18, 13, 7, 0 therefore holds for all three types. The AA and BB bonds, counted separately, also agree between types, so unequal AA and BB energies would not distinguish them either.

Let the saddle energy of a jump be the mean of its two end energies plus a constant, $Q_A$ or $Q_B$, set by the moving species. For an α vacancy, jumps 3 and 4 are made by B atoms, with saddles at

$$\frac{13+18}{2}u+Q_B=15.5u+Q_B .$$

Jumps 2 and 5 are made by A, with saddles at $10u+Q_A$. The former are the highest if $Q_A-Q_B<5.5u$.

At low temperature the state after two jumps is in equilibrium with the ordered state, with relative weight $e^{-13u/kT}$. It makes jump 3 at the rate $\nu e^{-(2.5u+Q_B)/kT}$, where $\nu$ is the attempt frequency. From the top state the barriers forward and back are equal, so half the attempts go on. Hence

$$\omega_\alpha=\frac{\nu}{2}\exp\!\left(-\frac{15.5u+Q_B}{kT}\right),\qquad
\omega_\beta=\frac{\nu}{2}\exp\!\left(-\frac{15.5u+Q_A}{kT}\right),$$

the second under the condition $Q_B-Q_A<5.5u$. In this model $y=e^{(Q_B-Q_A)/kT}$. If B has the lower $Q$, cooling drives the ratio towards one half.

## 6. Unequal paths: the general condition

Let the path rates of an α vacancy be $\omega_1$ for [110], $\omega_2$ for straight [100] and $\omega_3$ for bent [100]. Weighting the sums of Section 3 by these rates and dividing out 24 gives the ratio due to α vacancies alone:

$$R_\alpha=\frac{2\omega_1+\omega_2+2\omega_3}{2\omega_1+4\omega_2+4\omega_3}
=\frac12+\frac{\omega_1-\omega_2}{2\omega_1+4\omega_2+4\omega_3}.$$

Thus $R_\alpha\ge\tfrac12$ exactly when $\omega_1\ge\omega_2$. The bent cycles may have any rate. If straight cycles dominate, $R_\alpha\to\tfrac14$; if [110] cycles dominate, $R_\alpha\to1$. For β vacancies the corresponding ratio is inverted and lies between 1 and 4.

When both vacancies act, $D_A/D_B$ is a sum of positive numerators over a sum of positive denominators, so it lies between the two separate ratios. The limits one half and two therefore hold for every mixture if and only if, for each kind of vacancy, the [110] path is at least as fast as the straight [100] path. Without this condition, and with correlations between cycles still neglected, six-jump cycles permit anything between 1/4 and 4.

## 7. A worked example

Take a lattice parameter and a temperature suited to the ordered compound AgMg, with A = Ag and B = Mg, and round values for the rest: $a=0.33$ nm, $T=800$ K, $u=0.05$ eV, $Q_A=0.50$ eV, $Q_B=0.45$ eV, $\nu=10$ THz and $c=10^{-5}$. The energies and the vacancy fraction are assumed, not fitted to this compound.

Here $kT=0.06894$ eV. The highest saddles are $15.5\times0.05+0.45=1.225$ eV for the α vacancy and 1.275 eV for the β vacancy. Since $|Q_A-Q_B|=0.05$ eV is below $5.5u=0.275$ eV, the rate formulas of Section 5 can be used as a leading-order estimate (Section 8 gives the size of what they omit):

$$\omega_\alpha=\tfrac12\times10^{13}\,e^{-1.225/0.06894}\ \mathrm{s^{-1}}=9.59\times10^4\ \mathrm{s^{-1}},$$

$$\omega_\beta=4.64\times10^4\ \mathrm{s^{-1}},\qquad y=0.484 .$$

With $a=3.3\times10^{-8}$ cm, the common factor is $20a^2c=2.18\times10^{-19}$ cm². Then

$$D_A=2.18\times10^{-19}\,(9.59+2\times4.64)\times10^4=4.1\times10^{-14}\ \mathrm{cm^2/s},$$

$$D_B=2.18\times10^{-19}\,(2\times9.59+4.64)\times10^4=5.2\times10^{-14}\ \mathrm{cm^2/s}.$$

The ratio is $(1+0.968)/(2+0.484)=0.79$. The β vacancies are half as active as the α vacancies, yet they bring the ratio well above one half, because each of their cycles moves two A atoms.

## 8. How far the neglected effects move the limits

**Correlations between cycles.** After a cycle the vacancy is still close to the atoms it displaced, so the next displacement of a tracer is not independent of the last. The correlation factor $f$ is the true diffusivity divided by the uncorrelated one. It was computed for one tracer and one vacancy with 96 equally fast paths, by solving the linear equations for their relative motion in periodic boxes of $10^3$ and $14^3$ cells and extrapolating in inverse volume. The result is $f=0.787$ for the species of the vacancy's own sublattice and $0.790$ for the other. Each diffusivity falls by about 21%, but the ratio hardly changes: the limits become 0.498 and 2.009, and the example stays at 0.79.

**Branching and longer loops.** At finite temperature a vacancy near the top of the barrier can change rings. Suppose sites 1 and 3 are a [100] pair with a further common neighbour 4′. The eight-jump walk 1→2→3→4→1→4′→3→2→1 then permutes three B atoms and leaves every A atom in place. To include such walks, the rate equations were solved numerically for labelled atoms up to the first return to order. Configurations were limited to those with at most 20 like bonds, reachable within ten jumps.

For the α vacancy of the example this gives $D_A/D_B=0.486$ at 800 K and 0.499 at 400 K, against the ideal 0.5. At 800 K its contributions to $D_A$ and $D_B$ are 0.92 and 0.95 times those of the simple rate law. The 800 K values depend on where the set of configurations is cut off, however. The low cap keeps eight-jump walks that move B alone, but leaves out costlier ones that move A alone. With no cap, but only configurations from which order can be restored within eight jumps in all, the ratio is 0.497; with ten or twelve jumps it is 0.515. For eight, ten and twelve jumps the factor for A is 0.94, 0.99 and 1.00, and that for B 0.95, 0.96 and 0.97. Even the sign of the departure from 0.5 at 800 K is therefore not resolved. For the α vacancy the departure stays below 0.02 and the change in either contribution below a tenth in all these calculations. The β vacancy is affected much more. At 800 K its $D_A/D_B$ is 2.01 with the cap, but 1.85, 1.64 and 1.64 without it for eight, ten and twelve jumps, because its contribution to $D_B$ rises to 1.07, 1.22 and 1.26 times the simple law. Branching thus pulls the upper limit well inside 2 for these energies. With both vacancies, the example's ratio nevertheless stays between 0.78 and 0.79.

**Longer-range interactions.** These can distinguish the ring types. Suppose they lower the straight-cycle saddle by 0.05 eV, with the other two path rates held fixed. At 800 K the straight rate rises by the factor 2.07, and

$$R_\alpha=\frac{2+2.07+2}{2+4\times2.07+4}=0.43 .$$

Of the shifts computed here that move a limit outward this is the largest, and it comes from an energy difference no larger than $u$ itself.

**Antisite atoms.** A well-separated pair of antisite atoms has 16 like bonds and costs $16u=0.8$ eV. Thermal equilibrium then puts a fraction of about $e^{-8u/kT}=3.0\times10^{-3}$ of isolated antisites on each sublattice, or on average 0.024 among eight neighbouring sites. Antisites in neighbouring pairs, which cost only $14u$ per pair, add nearly a tenth to this. The order is nearly complete, but this does not prove that antisites are harmless. An A atom on a β site next to an α vacancy can return to its own sublattice in a single jump, turning the α vacancy into a β vacancy. In a short simulation of the same bond model at 800 K, covering about one cycle per vacancy, thermal antisites raised the mean square displacements of both species by about half at 100 ns. Much of this is an early offset rather than diffusion: the excess falls from about 75% at 50 ns to about 33% at 150 ns, and the slope over that interval is higher by only $11\pm6$% for A and $16\pm6$% for B. The diffusivities of Section 7 therefore probably leave out a contribution of order 10 to 20%. The ratio showed no clear change, but the simulation was too short to exclude a shift of about 0.1.

**The real compound.** AgMg has a lattice parameter near 0.33 nm and stays ordered up to its melting point, roughly 1100 K, so an ordered crystal is a reasonable start at 800 K, though the effect of its thermal antisites need not be small. The absolute diffusivities above are proportional to the assumed $c$ and depend exponentially on the assumed energies; they are not predictions. The ratio is free of $c$ only if the two vacancy fractions are equal, and it still depends on $Q_B-Q_A$. Once antisites outnumber vacancies, as in the example, stoichiometry no longer forces equal fractions, and $y$ must be read as $c_\beta\omega_\beta/c_\alpha\omega_\alpha$. At 800 K an AA bond costing 0.01 eV more than a BB bond gives $c_\beta/c_\alpha=1.8$. An excess of 0.1 at.% A gives 1.4, which at fixed path rates moves the example's ratio from 0.79 to 0.88. Real interactions extend beyond nearest neighbours, and the estimate above shows that this can move a limit from 0.50 to 0.43. Real samples also depart from exact stoichiometry, which can add antisites beyond the thermal number.

A measured ratio clearly outside the limits therefore rules out six-jump cycles *with equal path rates* as the sole mechanism, once the corrections for correlation and branching, which here moved the limits outward only slightly, are allowed for. It does not by itself rule out six-jump cycles, whose unrestricted range without correlations is 1/4 to 4. A ratio inside the limits is compatible with the mechanism but does not establish it.
